# The Two-Dimensional Elliott Formula for Exciton Absorption: a numerical check

```python
"""Two-dimensional Elliott formula for a dipole-allowed direct gap.

Result under test, with x = (photon energy - gap)/Ry and nu = n - 1/2:
  A = A0 * { sum_n 4/nu^3 delta(x + 1/nu^2) + theta(x) 2/(1+exp(-2 pi/sqrt(x))) }
  A0 = 2 pi g mu p^2 / (n_b c omega)       (absorbance of free pairs)
mu: reduced mass, eps: dielectric constant, p: interband momentum element,
g: number of equivalent spin/valley pairs, n_b: refractive index around sheet,
a = eps/mu: exciton Bohr radius, Ry = mu/(2 eps^2): exciton Rydberg.
Reduced equation (lengths in a, energies in Ry): -Laplacian psi - 2 psi/r = E psi.
Hartree atomic units are used wherever reduced units are not stated.
"""
from functools import reduce
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh

LIGHT_SPEED = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def enhancement_formula(k):
    """Continuum factor at reduced energy k^2; its limit at k = 0 is 2."""
    return 2.0 if k == 0 else 2.0 / (1.0 + np.exp(-2.0 * np.pi / k))


def free_absorbance(omega, mu, p_squared, g, n_b):
    return 2 * np.pi * g * mu * p_squared / (n_b * LIGHT_SPEED * omega)


def s_wave_states(r_max, n_basis):
    """Energies and |psi(0)|^2 in a disc, from the energy functional.

    The variable s = sqrt(r) makes the solutions smooth; basis functions are
    differences of Legendre polynomials, which vanish at the disc edge.
    """
    s_max = np.sqrt(r_max)
    x, w = leg.leggauss(n_basis + 10)
    s, ds = s_max * (x + 1) / 2, w * s_max / 2
    P = leg.legvander(x, n_basis)
    dP = leg.legvander(x, n_basis - 1) @ leg.legder(np.eye(n_basis + 1))
    f = P[:, :-1] - P[:, 1:]
    df = (dP[:, :-1] - dP[:, 1:]) * 2 / s_max
    kinetic = df.T @ (df * (s * ds / 2)[:, None])
    coulomb = -4 * f.T @ (f * (s * ds)[:, None])
    overlap = 2 * f.T @ (f * (s**3 * ds)[:, None])
    shift = 5.0  # makes the shifted Hamiltonian positive and well conditioned
    lam, coef = eigh(overlap, kinetic + coulomb + shift * overlap)
    keep = lam > 1e-3  # discard only energies near 1000 Ry and above
    lam, coef = lam[keep][::-1], coef[:, keep][:, ::-1]
    at_origin = (2.0 * (-1.0) ** np.arange(n_basis)) @ coef
    return 1 / lam - shift, at_origin**2 / (2 * np.pi * lam)


def enhancement_by_integration(k):
    """Integrate the radial equation outward and read the far amplitude."""
    r0, r_end = 1e-4, (1e4 if k == 0 else 400.0 / k)
    c2 = (4 - k * k) / 4
    start = [1 - 2 * r0 + c2 * r0**2, -2 + 2 * c2 * r0]
    sol = solve_ivp(lambda r, y: [y[1], -y[1] / r - (k * k + 2 / r) * y[0]],
                    (r0, r_end), start, method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    u, du = sol.y[:, -1]
    r = r_end
    w, dw = np.sqrt(r) * u, np.sqrt(r) * du + u / (2 * np.sqrt(r))
    q = k * k + 2 / r + 1 / (4 * r * r)
    dq = -2 / r**2 - 1 / (2 * r**3)
    amp2 = np.sqrt(q) * w * w + (dw + dq * w / (4 * q))**2 / np.sqrt(q)
    return (2 / np.pi) / amp2  # a free wave J0(kr) has amp2 = 2/pi


def contact_rule_test():
    """Many-electron light response of a ring against L*|psi(0)|^2."""
    L, gap, t_e, t_h = 4, 3.0, 0.35, 0.2
    attraction = np.array([0.9, 0.4, 0.2, 0.4])
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ops = [reduce(np.kron, [parity] * j + [lower] + [np.eye(2)] * (2*L - j - 1))
           for j in range(2 * L)]
    c, v = ops[:L], ops[L:]
    H = np.zeros_like(c[0])
    light = np.zeros_like(H)
    for i in range(L):
        j = (i + 1) % L
        H += gap * c[i].T @ c[i]
        H -= t_e * (c[i].T @ c[j] + c[j].T @ c[i])
        H += t_h * (v[i].T @ v[j] + v[j].T @ v[i])
        light += c[i].T @ v[i] + v[i].T @ c[i]
        for m in range(L):
            H -= attraction[(i - m) % L] * c[i].T @ c[i] @ v[m] @ v[m].T
    filled = np.zeros(len(H))
    filled[0] = 1.0
    for vi in v:
        filled = vi.T @ filled
    energy0 = filled @ H @ filled
    bright = light @ filled
    hop = np.roll(np.eye(L), 1, axis=0)
    H_rel = gap * np.eye(L) - (t_e + t_h) * (hop + hop.T) - np.diag(attraction)
    worst = 0.0
    for z in (0.5 + 0.2j, 2.0 + 0.3j, 3.5 + 0.1j):
        many = bright @ np.linalg.solve(H - (energy0 + z) * np.eye(len(H)), bright)
        pair = L * np.linalg.inv(H_rel - z * np.eye(L))[0, 0]
        worst = max(worst, abs(many - pair))
    return worst


def pulse_absorbance():
    """Absorbed energy / incident energy for free pairs driven by a pulse."""
    mu, p_squared, gap, omega, width = 0.1, 0.2, 1.0, 1.25, 60.0
    k = np.linspace(0.1, 0.3, 161)
    energy = gap + k**2 / (2 * mu)
    dt, half_span = 0.06, 5.5 * width
    n_steps = int(round(2 * half_span / dt))
    t = -half_span + 0.5 * dt * np.arange(2 * n_steps + 1)
    A = 1e-4 * np.exp(-t**2 / (2 * width**2)) * np.cos(omega * t)
    coupling = A * np.sqrt(p_squared)
    y = np.zeros((2, len(k)), complex)
    y[0] = 1.0
    levels = np.vstack([np.zeros_like(energy), energy])

    def rate(state, value):
        return -1j * (levels * state + value * state[::-1])

    for i in range(n_steps):
        v0, v1, v2 = coupling[2 * i:2 * i + 3]
        k1 = rate(y, v0)
        k2 = rate(y + 0.5 * dt * k1, v1)
        k3 = rate(y + 0.5 * dt * k2, v1)
        k4 = rate(y + dt * k3, v2)
        y = y + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    absorbed = np.sum(k * energy * abs(y[1])**2) * (k[1] - k[0]) / (2 * np.pi)
    field = -np.gradient(A, t)
    incident = LIGHT_SPEED / (4 * np.pi) * np.sum(field**2) * (t[1] - t[0])
    return absorbed / incident, free_absorbance(omega, mu, p_squared, 1, 1.0)


# Optical part: contact rule and absolute prefactor
contact_error = contact_rule_test()
assert contact_error < 1e-10
simulated, predicted = pulse_absorbance()
# finite pulse bandwidth and the time grid limit the agreement
assert abs(simulated / predicted - 1) < 2e-3
print(f"contact rule, largest resolvent difference: {contact_error:.1e}")
print(f"free-pair absorbance, driven by pulse: {simulated:.6f}")
print(f"free-pair absorbance, formula:         {predicted:.6f}")

# Three-dimensional reference: exp(-r) has energy -1 Ry
r = sp.symbols("r", positive=True)
u3 = sp.exp(-r)
energy_3d = sp.simplify((-sp.diff(u3, r, 2) - 2*sp.diff(u3, r)/r - 2*u3/r) / u3)
assert energy_3d == -1

# Bound states
E_num, density_num = s_wave_states(196.0, 100)
print("n, E numeric, E formula (Ry), |psi(0)|^2 numeric, formula (1/a^2)")
for n in range(1, 6):
    nu = n - 0.5
    E_n, d_n = -1 / nu**2, 1 / (np.pi * nu**3)
    assert abs(E_num[n - 1] - E_n) < 1e-6
    assert abs(density_num[n - 1] / d_n - 1) < 1e-5
    print(f"{n} {E_num[n-1]:.6f} {E_n:.6f} {density_num[n-1]:.6f} {d_n:.6f}")
print(f"2D/3D ground-state binding ratio: {E_num[0] / float(energy_3d):.6f}")

# Continuum, including exactly zero energy
print("energy above edge (Ry), enhancement integrated, formula")
for k in (0.0, 0.5, 1.0, 2.0, 5.0, 10.0):
    numeric, formula = enhancement_by_integration(k), enhancement_formula(k)
    # the far-amplitude expansion converges more slowly at zero energy
    assert abs(numeric - formula) < (1e-4 if k == 0 else 1e-5)
    print(f"{k*k:.2f} {numeric:.5f} {formula:.5f}")

# Whole spectrum: sum of |psi(0)|^2 exp(-tau E) is local, so a small disc serves
tau = 0.5
E_box, density_box = s_wave_states(9.0, 120)
box_sum = np.sum(density_box * np.exp(-tau * E_box))
nus = np.arange(1, 200001) - 0.5
bound_sum = np.sum(np.exp(tau / nus**2) / (np.pi * nus**3))
continuum_sum = quad(lambda k: k / (2*np.pi) * enhancement_formula(k)
                     * np.exp(-tau * k * k), 0, 12, epsabs=1e-11, limit=200)[0]
assert abs(box_sum - bound_sum - continuum_sum) < 1e-5
print(f"imaginary time: {tau} 1/Ry; sums below in 1/a^2")
print(f"bound part: {bound_sum:.6f}")
print(f"continuum part: {continuum_sum:.6f}")
print(f"bound + continuum: {bound_sum + continuum_sum:.6f}")
print(f"disc states, no formula: {box_sum:.6f}")

# Line area divided by mean level spacing approaches the continuum edge value
joins = []
for n in (5, 20, 100):
    nu = n - 0.5
    spacing = (1 / (nu - 1)**2 - 1 / (nu + 1)**2) / 2
    joins.append(4 / nu**3 / spacing)
    print(f"line area / level spacing, n={n}: {joins[-1]:.5f}")
assert joins[0] < joins[1] < joins[2] < 2 and 2 - joins[2] < 1e-3

# Worked example with round model parameters
mu, eps, gap, p_squared, g = 0.1, 5.0, 0.08, 0.2, 2
n_b = np.sqrt(eps)
bohr, rydberg = eps / mu, mu / (2 * eps**2)
binding = -E_num[0] * rydberg
mean_r = bohr * (quad(lambda q: q*q*np.exp(-4*q), 0, 20)[0]
                 / quad(lambda q: q*np.exp(-4*q), 0, 20)[0])
assert abs(mean_r / bohr - 0.5) < 1e-8
print(f"model: mu={mu} m_e, eps={eps}, gap={gap} hartree")
print(f"model: p^2={p_squared} a.u., g={g}, n_b={n_b:.4f}")
print(f"exciton Bohr radius: {bohr:.2f} bohr")
print(f"exciton Rydberg: {rydberg:.6f} hartree")
print(f"binding energy: {binding:.6f} hartree = {binding*HARTREE_EV:.4f} eV")
print(f"mean electron-hole distance, n=1: {mean_r:.2f} bohr")
print("n, line position (hartree), relative area (Ry), absorbance area (hartree)")
areas = []
for n in (1, 2, 3):
    nu = n - 0.5
    position = gap - rydberg / nu**2
    area = free_absorbance(position, mu, p_squared, g, n_b) * 4 / nu**3 * rydberg
    areas.append(area)
    print(f"{n} {position:.6f} {4/nu**3:.4f} {area:.4e}")
total_relative = np.sum(4 / nus**3)
print(f"total relative bound area: {total_relative:.4f} Ry")
print(f"share of n=1 in it: {100 * 32 / total_relative:.2f} percent")
print("energy above edge (Ry), absorbance free, with attraction")
for x in (0.0, 1.0, 4.0):
    free = free_absorbance(gap + x * rydberg, mu, p_squared, g, n_b)
    print(f"{x:.1f} {free:.6f} {free * enhancement_formula(np.sqrt(x)):.6f}")
half_width = areas[0] / (np.pi * 0.1)
print(f"half-width for n=1 peak absorbance 0.1: {half_width:.6f} hartree")
print("verified")
```

Printed output:

```
contact rule, largest resolvent difference: 1.4e-15
free-pair absorbance, driven by pulse: 0.000734
free-pair absorbance, formula:         0.000734
n, E numeric, E formula (Ry), |psi(0)|^2 numeric, formula (1/a^2)
1 -4.000000 -4.000000 2.546479 2.546479
2 -0.444444 -0.444444 0.094314 0.094314
3 -0.160000 -0.160000 0.020372 0.020372
4 -0.081633 -0.081633 0.007424 0.007424
5 -0.049383 -0.049383 0.003493 0.003493
2D/3D ground-state binding ratio: 4.000000
energy above edge (Ry), enhancement integrated, formula
0.00 2.00000 2.00000
0.25 1.99999 1.99999
1.00 1.99627 1.99627
4.00 1.91715 1.91715
25.00 1.55689 1.55689
100.00 1.30422 1.30422
imaginary time: 0.5 1/Ry; sums below in 1/a^2
bound part: 18.973609
continuum part: 0.313079
bound + continuum: 19.286688
disc states, no formula: 19.286688
line area / level spacing, n=5: 1.80735
line area / level spacing, n=20: 1.98949
line area / level spacing, n=100: 1.99960
model: mu=0.1 m_e, eps=5.0, gap=0.08 hartree
model: p^2=0.2 a.u., g=2, n_b=2.2361
exciton Bohr radius: 50.00 bohr
exciton Rydberg: 0.002000 hartree
binding energy: 0.008000 hartree = 0.2177 eV
mean electron-hole distance, n=1: 25.00 bohr
n, line position (hartree), relative area (Ry), absorbance area (hartree)
1 0.072000 32.0000 7.2907e-04
2 0.079111 1.1852 2.4575e-05
3 0.079680 0.2560 5.2704e-06
total relative bound area: 33.6576 Ry
share of n=1 in it: 95.08 percent
energy above edge (Ry), absorbance free, with attraction
0.0 0.010253 0.020505
1.0 0.010002 0.019968
4.0 0.009320 0.017869
half-width for n=1 peak absorbance 0.1: 0.002321 hartree
verified
```
